# Why capillary forces pair the walls of a regular resist array

## The choice of cell

A calculation of pattern collapse in a regular array of resist lines begins with the choice of a repeating cell. A cell with one wall and one gap looks sufficient, since all walls are identical and the capillary forces on each straight wall balance. Periodic boundary conditions then make every wall move alike, no gap changes its width, and, as long as axial compression of the walls is neglected, the calculation predicts stability for any surface tension. A cell with two walls allows neighbours to lean towards each other in pairs. That motion has the lowest threshold, and it sets the permissible wet height in the model below.

Balanced forces establish equilibrium. Stability depends on how the forces change when the walls move.

## Model and conventions

Walls of thickness $w$ stand on a rigid base, separated by gaps $s$. The coordinate $z$ runs upwards from the base, and $u_n(z)$ is the displacement of wall $n$ to the right. The displacement is uniform along the wall, so the bending rigidity per unit wall length is the plane-strain value

$$D=\frac{E w^3}{12(1-\nu^2)},$$

with Young's modulus $E$ and Poisson ratio $\nu$. Gap $n$ lies between walls $n$ and $n+1$, and its width changes by

$$g_n(z)=u_{n+1}(z)-u_n(z).$$

Every gap is filled to height $h$, slightly below the wall top. The liquid has surface tension $\gamma$ and contact angle $\theta<90^\circ$. Three assumptions about the liquid matter:

- Each gap keeps its liquid cross-section while the walls move.
- The contact lines slide freely at fixed $\theta$.
- The gap is slender, $s\ll h$, and the wall slopes are small.

Wetting a unit area of wall changes the surface energy by $-\gamma\cos\theta$. A gap has two walls, so its energy per unit length is, at leading order in $s/h$,

$$W_n=-\Gamma h_n,\qquad \Gamma=2\gamma\cos\theta .$$

Here $h_n$ is the liquid level after the displacement. The change in meniscus energy is smaller by a factor of order $s/(h\cos\theta)$, so the contact angle must not be close to $90^\circ$. Its effect is estimated in the example.

## Why the first-order forces cancel

Conservation of the liquid cross-section reads

$$\int_0^{h_n}\left[s+g_n(z)\right]dz=sh .$$

Write $h_n=h+\delta_n$ and $G_n=\int_0^h g_n\,dz$. To second order in the displacement,

$$s\delta_n+G_n+g_n(h)\,\delta_n=0 .$$

The first-order solution is $\delta_n=-G_n/s$. Putting it into the last term gives the second-order part $+g_n(h)G_n/s^2$. Hence

$$h_n=h-\frac{G_n}{s}+\frac{g_n(h)G_n}{s^2}+\dots$$

and the capillary energy is

$$\sum_n W_n=\text{const}+\frac{\Gamma}{s}\sum_n G_n-\frac{\Gamma}{s^2}\sum_n g_n(h)G_n+\dots$$

In the linear sum, $u_n$ enters with a plus sign through gap $n-1$ and with a minus sign through gap $n$. The two contributions cancel for any displacement confined to a finite part of the array, and also for a periodic one. This is the balance of the two face forces, each of size $\Gamma h/s$ per unit wall length.

The quadratic sum does not cancel. Its negative sign is the source of the instability.

## The forces on a displaced wall

The force on wall $n$ is minus the variation of the quadratic energy with respect to $u_n$. Varying the product $g_n(h)G_n$ gives two terms, because either factor may change. The result is a uniform load on $0<z<h$,

$$p_n=\frac{\Gamma}{s^2}\left[g_{n-1}(h)-g_n(h)\right],$$

and a concentrated force at the contact line $z=h$,

$$F_n=\frac{\Gamma}{s^2}\left[G_{n-1}-G_n\right].$$

Both have a direct meaning. The suction in gap $n$ is $\Gamma/[s+g_n(h)]\approx\Gamma/s-\Gamma g_n(h)/s^2$, so a narrowing gap pulls harder. Its liquid also rises by $-G_n/s$, and the suction $\Gamma/s$ then acts on this extra strip of wall. Multiplying the two gives the force at the contact line.

Now take a displacement with phase advance $k$ per wall, $u_n(z)=\varphi(z)e^{ikn}$, of which the real part is meant. Then

$$g_{n-1}-g_n=2u_n-u_{n+1}-u_{n-1}=(2-2\cos k)\,u_n=4\sin^2(k/2)\,u_n .$$

With $\Phi=\int_0^h\varphi\,dz$, each wall therefore carries

$$p=\kappa\,\varphi(h),\qquad F=\kappa\,\Phi,\qquad \kappa=\frac{4\Gamma}{s^2}\sin^2(k/2).$$

Both loads point along the displacement. For $k=0$ they vanish, which is why the one-wall cell sees nothing. For $k=\pi$ they are largest.

## The threshold

The response of a clamped wall to each load is needed. For a force $F$ at $z=h$, the bending moment gives $Du''=F(h-z)$. Two integrations with $u(0)=u'(0)=0$ yield

$$u=\frac{F}{6D}(3hz^2-z^3),\qquad u(h)=\frac{Fh^3}{3D},\qquad \int_0^h u\,dz=\frac{Fh^4}{8D}.$$

For a uniform load $p$, $Du''=p(h-z)^2/2$, so that

$$u=\frac{p}{24D}(6h^2z^2-4hz^3+z^4),\qquad u(h)=\frac{ph^4}{8D},\qquad \int_0^h u\,dz=\frac{ph^5}{20D}.$$

The short part of the wall above $h$ carries no load and stays straight.

At the threshold a small displacement is held in place by the loads that it creates itself. With $a=\varphi(h)$, $\Phi=hb$ and $\mu=D/(\kappa h^4)$, adding the two responses gives

$$\mu a=\frac{a}{8}+\frac{b}{3},\qquad \mu b=\frac{a}{20}+\frac{b}{8}.$$

Moving the terms with $1/8$ to the left and multiplying the two equations gives

$$\left(\mu-\frac18\right)^2=\frac1{60}.$$

The root with the minus sign makes $\mu$ negative, which would require $\Gamma<0$. The relevant root is $\mu=1/8+1/\sqrt{60}$.

Define the dimensionless load

$$\Lambda=\frac{\gamma\cos\theta\,h^4}{D s^2}.$$

Since $\Gamma=2\gamma\cos\theta$, we have $\kappa h^4/D=8\Lambda\sin^2(k/2)$. This equals $1/\mu$ at threshold, so

$$\Lambda\sin^2(k/2)=\frac{1}{1+8/\sqrt{60}}=\frac{\sqrt{15}}{\sqrt{15}+4}=\sqrt{15}\,(4-\sqrt{15}),$$

where the last step uses $(4+\sqrt{15})(4-\sqrt{15})=1$. Thus

$$\Lambda_c(k)=\frac{4\sqrt{15}-15}{\sin^2(k/2)},\qquad \Lambda_c(\pi)=4\sqrt{15}-15\approx0.492 .$$

In the quadratic energy, displacements with different $k$ do not mix. For each $k$ the elastic energy is positive, and the capillary part grows in proportion to $\Lambda$. Below $0.492$ every bending displacement therefore costs energy; at $0.492$ the alternating one is the first to cost none. A phase advance of $120^\circ$ needs $0.656$, and one of $60^\circ$ needs $1.97$.

The equations also give $b/a=3(\mu-1/8)=\sqrt{3/20}\approx0.387$, the area under the mode in units of tip displacement times $h$. Adding the two load responses in this proportion gives the mode shape. At half the wet height, the displacement is $0.333$ of that at the contact line.

## Two comparisons

Suppose first that one wall may move while all others are held straight. Then $g_{n-1}-g_n=2u_n$, in place of $4u_n$ for pairing. The threshold doubles to $0.984$. A model of one flexible wall between rigid neighbours is thus too optimistic by a factor of two in $\Lambda$, with all other settings equal.

Suppose next that the level is held at $h$ in every gap, so that liquid enters or leaves as the walls move. The suction still varies with the gap width, but the force $F$ is absent. The first response equation becomes $\mu=1/8$, and the pairing threshold is $\Lambda=1$. The rise of liquid in the narrowing gap and its fall in the widening gap contribute equally to $F$, and together they account for the reduction from $1$ to $0.492$. Since $\Lambda\propto h^4$, this lowers the critical height by a factor $0.492^{1/4}\approx0.84$.

## Finite displacements

Let alternate walls have contact-line displacements $\pm A$ in the shape of the pairing mode, with $\varphi(h)=1$. The gaps then change by $\pm2A\varphi$. For two walls and two gaps the energy change is

$$\Delta W=DA^2\int_0^h(\varphi'')^2dz-\Gamma\,(h_++h_--2h),$$

where $h_\pm$ follow from the conservation equation, now solved numerically without expansion. The first- and third-order terms in $A$ cancel between the two gaps, and at threshold the quadratic terms cancel as well. A fifth-order term survives, because $\varphi'''$ jumps at $h$, but it is negligible at the amplitudes used here.

The remaining energy is negative: for $A=0.04s$ it is $-5.8\times10^{-5}\,Ds^2/h^3$. Doubling $A$ from $0.02s$ to $0.04s$ multiplies it by $16.2$, close to the factor $2^4$ of a quartic term. Nothing at this order stops the pairing once it has begun.

At 95% of the threshold load, small displacements cost energy, but $\Delta W$ returns to zero at $A=0.082s$. A sufficiently large disturbance can therefore start collapse below the linear threshold. At this displacement the liquid in the narrow gap stands at $1.077h$, so the wall must be at least that tall. If the liquid reaches the top edge earlier, the contact line is held there and this energy no longer applies.

## Worked example: water between polymer lines

Take resist lines with $w=s=100$ nm. Rough typical values for a glassy polymer and a water rinse are $E=3$ GPa, $\nu=0.35$, $\gamma=72$ mN/m and $\theta=50^\circ$. The rigidity is

$$D=\frac{(3\times10^9)(10^{-7})^3}{12(1-0.35^2)}=2.85\times10^{-13}\ \text{N m}.$$

Solving $\Lambda=0.492$ for the height, with $\gamma\cos\theta=0.0463$ N/m, gives

$$h_c=\left[\frac{0.492\,(2.85\times10^{-13})(10^{-7})^2}{0.0463}\right]^{1/4}\text{m}\approx417\ \text{nm},$$

or $4.2$ times the line width. At a wet height of 350 nm the load is $0.50$ of its threshold value; at 500 nm it is $2.06$ times that value. The fourth power makes the change steep.

The suction is $\Gamma/s=0.926$ MPa. At the critical height it pulls each face with $0.386$ N per metre of wall, and the opposite face equally hard. The cancelled forces are large, although their sum is zero.

If $w$ and $s$ shrink together, $h_c^4\propto w^3s^2$ gives $h_c/w\propto w^{1/4}$. Halving both lengths lowers the permissible aspect ratio by about 16%, for unchanged material and liquid.

**Corrections within the model.** Here $s/h_c$ is about $0.24$, so the slender-gap limit is only moderately good.

- *Meniscus shape.* A numerical energy with a circular meniscus between tilted walls, using the same mode shape, makes the destabilizing quadratic term 12% larger. The estimated critical height falls by about 3%. This estimate ignores that a tilted wall is horizontally thicker by $wu'^2/2$ and so squeezes the liquid upwards; for $w=s$ that raises the 12% to about 14.5% and the fall in height to about 3.5%.
- *Shear.* Let $S=5Ew/[12(1+\nu)]$, which is $5/6$ of the shear modulus times $w$. Shear adds $h/S$, $h^2/(2S)$ and $h^3/(3S)$ to the three compliances $h^3/3D$, $h^4/8D$ and $h^5/20D$. The critical height becomes 409 nm; treating the wall as a plane-strain elastic solid instead gives 410 nm.
- *Axial compression.* The contact lines press each wall down with $2\gamma\cos\theta$, which is 2.3% of the Euler load $\pi^2D/(4h_c^2)$. The meniscus estimate above already includes this effect, through the longer wetted length of a tilted wall, so it must not be added again.
- *Softening.* Half the modulus gives $h_c=351$ nm, since $h_c\propto E^{1/4}$.

When two tips touch, each has moved by $s/2$. The linear mode then has a root strain of $(w/2)(s/2)\varphi''(0)\approx5\%$. Linear elasticity is doubtful there, but this does not affect the onset at small displacement.

## Flow along the lines

The threshold assumes that no liquid moves along a gap. In a long open trench it can. Let the level vary as $h+\eta(y)$ along the wall, with only the total volume in each gap conserved. Averaging over $y$, volume conservation gives $s\langle\eta\rangle=-\langle G+g(h)\eta\rangle$ to second order. For a wave, $\langle G\rangle=0$, and the energy per unit length is

$$\frac{\Gamma}{s}\langle g(h)\eta\rangle+\frac T2\langle\eta_y^2\rangle .$$

A small slope $\eta_y$ lengthens the meniscus by the fraction $\eta_y^2/2$. For variations slow on the scale of $s$, the coefficient $T$ is therefore the energy of the meniscus per unit length. With $\psi=\pi/2-\theta$, its arc has radius $s/(2\sin\psi)$ and length $s\psi/\sin\psi$. The area missing below its chord is $s^2(\psi-\sin\psi\cos\psi)/(4\sin^2\psi)$. That liquid wets more wall elsewhere and gains $\Gamma/s$ per unit area. Subtracting this gain, with $\Gamma=2\gamma\sin\psi$, leaves

$$T=\frac{\gamma s}{2}\left(\frac{\psi}{\sin\psi}+\cos\psi\right).$$

For $g(h)=g_0\cos qy$ and $\eta=\eta_0\cos qy$, the energy is $\Gamma g_0\eta_0/(2s)+Tq^2\eta_0^2/4$. Its minimum lies at $\eta_0=-\Gamma g_0/(sTq^2)$ and equals $-\Gamma^2g_0^2/(4s^2Tq^2)$. Let $K_q$ be the stiffness of the wall against a contact-line force varying as $\cos qy$. A contact-line amplitude $a$ costs $K_qa^2/4$, and $g_0^2$ becomes $4a^2\sin^2(k/2)$. Instability therefore requires

$$\frac{4\Gamma^2\sin^2(k/2)}{s^2Tq^2}>K_q .$$

As $q\to0$, $K_q$ tends to $3D/h^3$ while the left side diverges. When gravity is neglected, an infinitely long array with free flow and freely sliding contact lines is thus unstable at any $\Gamma>0$. Pairing is still the most dangerous phase at each $q$.

In the example, $T=6.67\times10^{-9}$ N. For the 350 nm wall, $K_q$ was found from the energy of a thin plate with polynomial trial shapes. Pairing is then unstable for axial wavelengths above about 1.7 µm, although the load is half the threshold for uniform displacement. This is a leading-order estimate in $s/h$; the tilt of the walls at the meniscus strengthens the coupling and shortens the limiting wavelength by roughly 15%.

## What this says about real lines

The chosen dimensions and constants are plausible for resist lines, but 417 nm is not a guaranteed safe height. Long lines break the assumption of no axial flow, which can remove the safety margin altogether, as the 350 nm case shows.

Contact-angle hysteresis acts the other way. Suppose the liquid recedes at $50^\circ$ but advances only at an assumed $70^\circ$. In a narrowing gap the contact line first stays put and the meniscus flattens. Equating the lost gap area, $0.387\,h_c$ times the closure, to the lost area below the chord gives a closure of 4.4 nm before the line moves. Over this interval $\cos\theta$ falls from $0.64$ to $0.34$, while the gap narrows by only 4%. The suction in the narrowing gap drops, and small displacements are opposed.

The absolute liquid pressure is $-0.82$ MPa, so the model also assumes that the stretched water does not cavitate. Within these conditions, a height limit from $\Lambda=0.492$ applies to displacements uniform along the line, and it should be reduced for softening, shear and finite disturbances. It also requires that neighbouring gaps exchange no liquid on the time scale of interest. If they communicate through the line ends or through the vapour, and the contact lines slide freely, uniform pairing is unstable far below this height, just as with free flow along the lines.
